# The Rashba gas: bands, density of states, and current-induced spin

## Problem

Electrons of effective mass $m$ and charge $-e$ move freely in the plane $z=0$. The two sides of the plane are not equivalent, which permits a spin-orbit term linear in the wave vector:

$$H=\frac{\hbar^2k^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x),\qquad \alpha>0 .$$

Here $\sigma_x,\sigma_y$ are Pauli matrices, $\mathbf k=k(\cos\varphi,\sin\varphi)$, and electron-electron interaction is neglected. Use the abbreviations

$$k_R=\frac{m\alpha}{\hbar^2},\qquad E_R=\frac{\hbar^2k_R^2}{2m},\qquad q(E)=k_R\sqrt{1+\frac{E}{E_R}} .$$

(a) Find the two energy branches and the lowest energy.

(b) Find the spin direction in each state.

(c) Find the density of states per area, counting both branches. How does it behave at the band bottom, and why?

(d) Find the carrier density $n$ at zero temperature for a Fermi level $E_F$ above and below the crossing energy $E=0$.

(e) A weak static field $F$ acts along $+x$. All electrons relax with one constant time $\tau$. Find the spin angular momentum per area, $\mathbf S$, and the current density $j$.

(f) Evaluate the results for the round parameters $m=0.30$ electron masses, $\alpha=0.100$ eV nm, $\tau=1.00$ ps, $F=1000$ V/m, at $E_F=-10$, $30$ and $60$ meV.

## Hints

(a) Square the spin-orbit term. The Pauli matrices anticommute.

(b) Write the spin-orbit term as a positive number times $\mathbf n\cdot\boldsymbol\sigma$, with a unit vector $\mathbf n$.

(c) At given $E$ find the radii of the constant-energy circles. A circle of radius $k$ contributes $k/(2\pi|dE/dk|)$.

(d) Count the occupied area of $\mathbf k$ space. Below the crossing it is a ring.

(e) Solve the Boltzmann equation to first order in $F$. Watch the sign of the radial velocity on each circle.

(f) Compare $\hbar/\tau$ with the branch splitting on the smaller circle before trusting the formulas.

## Full solution

### (a) Branches

Let $H_{so}=\alpha(\sigma_xk_y-\sigma_yk_x)$. Since $\sigma_x^2=\sigma_y^2=1$ and $\sigma_x\sigma_y+\sigma_y\sigma_x=0$,

$$H_{so}^2=\alpha^2\left[k_y^2+k_x^2-k_xk_y(\sigma_x\sigma_y+\sigma_y\sigma_x)\right]=\alpha^2k^2 .$$

The eigenvalues of $H_{so}$ are therefore $\pm\alpha k$. Both signs occur because its trace is zero. With $s=\pm1$,

$$E_s(k)=\frac{\hbar^2k^2}{2m}+s\alpha k .$$

Insert $\alpha=\hbar^2k_R/m$ and complete the square:

$$E_s=\frac{\hbar^2}{2m}(k^2+2sk_Rk)=\frac{\hbar^2(k+sk_R)^2}{2m}-E_R .$$

For $s=-1$ the minimum is $-E_R$, reached at every point of the ring $k=k_R$. For $s=+1$ the energy rises from zero at $k=0$, where the branches touch.

### (b) Spin texture

Since $k_y=k\sin\varphi$ and $k_x=k\cos\varphi$,

$$H_{so}=\alpha k\,\mathbf n\cdot\boldsymbol\sigma,\qquad \mathbf n=(\sin\varphi,-\cos\varphi,0).$$

A state with eigenvalue $s\alpha k$ has $\mathbf n\cdot\boldsymbol\sigma=s$, so its spin points along $s\mathbf n$:

$$\langle\boldsymbol\sigma\rangle_s=s(\sin\varphi,-\cos\varphi,0).$$

The spin lies in the plane, is perpendicular to $\mathbf k$, and is opposite on the two branches. For $\mathbf k$ along $+x$ the lower branch has $\langle\sigma_y\rangle=+1$ and the upper branch $-1$. Replacing $\mathbf k$ by $-\mathbf k$ keeps the energy and reverses the spin, as time-reversal symmetry requires. In equilibrium these pairs are equally occupied and the total spin vanishes. At $k=0$ the two states are degenerate and no direction is singled out.

### (c) Density of states

The completed square gives $(k+sk_R)^2=2m(E+E_R)/\hbar^2=q^2$. Hence $k=-sk_R\pm q$, and only solutions with $k\ge0$ count.

For $E>0$ we have $q>k_R$, and each branch has one circle:

$$k_+=q-k_R,\qquad k_-=q+k_R .$$

For $-E_R<E<0$ we have $q<k_R$. The upper branch has no solution, while the lower one has two circles, $k=k_R\pm q$. In both regimes the slope is

$$\frac{dE_s}{dk}=\frac{\hbar^2}{m}(k+sk_R)=\pm\frac{\hbar^2q}{m}.$$

The minus sign belongs to the inner circle below the crossing.

There are $k\,dk/(2\pi)$ states per area and branch between $k$ and $k+dk$, so a circle contributes $k/(2\pi|dE/dk|)=mk/(2\pi\hbar^2q)$. It remains to add the radii. They sum to $2q$ above the crossing and to $2k_R$ below it:

$$g(E)=\frac{m}{\pi\hbar^2}\quad(E>0),$$

$$g(E)=\frac{m}{\pi\hbar^2}\frac{k_R}{q}=\frac{m}{\pi\hbar^2}\sqrt{\frac{E_R}{E+E_R}}\quad(-E_R<E<0).$$

Above the crossing the total equals that of a gas without spin-orbit coupling, although each branch alone depends on energy. At $E=0$ the two expressions agree. At the bottom $g$ diverges as an inverse square root, the law of a one-dimensional band edge.

The reason is the ring of minima. Energy rises when $k$ leaves $k_R$ but does not change along the ring. One radial line, with $\kappa=k-k_R$ and energy $\hbar^2\kappa^2/2m$ above the minimum, has the one-dimensional density

$$g_1=\frac{1}{2\pi}\,\frac{2}{\hbar^2q/m}=\frac{m}{\pi\hbar^2q},$$

where the 2 counts $\kappa=\pm q$. The ring of length $2\pi k_R$ holds $2\pi k_R/(2\pi)=k_R$ such lines per unit length of the sample, and $k_Rg_1$ is the density found above. This holds over the whole range below zero, because the outer and inner radii average to $k_R$.

The singularity is integrable. The number of states within $w<E_R$ of the bottom is

$$N(w)=\frac{m\sqrt{E_R}}{\pi\hbar^2}\int_0^w\frac{d\varepsilon}{\sqrt\varepsilon}=\frac{2m}{\pi\hbar^2}\sqrt{E_Rw},$$

so four times the window holds twice the states, provided the larger window also stays below the crossing, $4w\le E_R$. Counting points of a $\mathbf k$ lattice gave the ratio 2.000. In four energy windows the counts differed from the integral of $g$ by at most $1.1\times10^{-4}$ of that integral.

### (d) Carrier density

Each occupied state takes the area $4\pi^2$ in $\mathbf k$ space, per unit sample area. Above the crossing there are two filled discs:

$$n=\frac{\pi(k_+^2+k_-^2)}{4\pi^2}=\frac{(q-k_R)^2+(q+k_R)^2}{4\pi}=\frac{q^2+k_R^2}{2\pi}.$$

Below it there is one filled ring:

$$n=\frac{(k_R+q)^2-(k_R-q)^2}{4\pi}=\frac{k_Rq}{\pi}.$$

From here on $q$ means $q(E_F)$. Both forms give $k_R^2/\pi$ at $E_F=0$.

### (e) Spin and current in the field

**Distribution.** The force is $-eF$ along $x$. In the steady state the drift in $\mathbf k$ space balances relaxation towards the Fermi function $f_0$:

$$-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau}.$$

With $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial E$ and $\partial f_0/\partial E=-\delta(E-E_F)$ at zero temperature,

$$\delta f=\frac{eF\tau}{\hbar}\frac{\partial f_0}{\partial k_x}=-eF\tau\,v_x\,\delta(E-E_F),\qquad v_x=\frac{E_s'}{\hbar}\cos\varphi,$$

where $E_s'=dE_s/dk$. The whole distribution shifts by $-eF\tau/\hbar$ along $x$.

This treatment follows only the occupation of each branch. It is justified when the splitting $2\alpha k$ on the Fermi circles and the energy $E_F+E_R$ are both much larger than $\hbar/\tau$. Near $E_F=0$ the smaller circle shrinks to a point and the first condition fails there. The totals need not suffer much, because so small a circle contributes little: in the relaxation model of Variation 2, with the parameters of part (f), $S_y$ and $j$ at $E_F=0$ differ from the formulas below by less than 1%. The single constant $\tau$ is a model assumption, and the prefactors below depend on it. For point-like, spin-independent impurities with lifetime $\tau$ at $E_F$, the spin overlap of the states gives a circle of radius $k$ the transport time $\tau k/\max(q,k_R)$. Then $S_y$ is twice the value derived below, and $j$ equals the Drude value $ne^2F\tau/m$ above the crossing and $(1+q^2/k_R^2)/2$ of it below.

**Spin.** Each electron carries $(\hbar/2)\langle\sigma_y\rangle=-(\hbar/2)s\cos\varphi$. One circle of radius $k$ gives

$$\frac{\hbar}{2}\int\frac{k\,dk\,d\varphi}{4\pi^2}(-s\cos\varphi)\left(-eF\tau\frac{E_s'}{\hbar}\cos\varphi\right)\delta(E_s-E_F).$$

The two minus signs cancel, the angular integral of $\cos^2\varphi$ is $\pi$, and the delta function gives $1/|E_s'|$. The result is

$$\frac{eF\tau}{8\pi}\,s\,\eta\,k,\qquad \eta=\frac{E_s'}{|E_s'|}=\pm1 .$$

Above the crossing $\eta=+1$ on both circles, so the larger one ($s=-1$) counts negatively and the smaller one ($s=+1$) positively. Below it $s=-1$ on both, and $\eta$ is $+1$ outside and $-1$ inside. The signs come out the same in both regimes:

$$S_y=-\frac{eF\tau}{8\pi}(k_{\rm large}-k_{\rm small}).$$

The radii differ by $2k_R$ above and by $2q$ below, hence

$$S_y=-\frac{eF\tau k_R}{4\pi}\quad(E_F>0),\qquad S_y=-\frac{eF\tau q}{4\pi}\quad(-E_R<E_F<0).$$

The component $S_x$ contains $\int\sin\varphi\cos\varphi\,d\varphi=0$, and $S_z=0$ because the spins lie in the plane.

The sign can be read from the picture. The field drives electrons towards $-x$, where spins of the lower branch point along $-y$. The larger circle belongs to that branch and prevails; the smaller one cancels part of its effect. Above the crossing both radii grow equally with $E_F$, so the spin density stays constant.

**Current.** With $j=-e\sum v_x\delta f$, each circle gives

$$e^2F\tau\int\frac{k\,dk\,d\varphi}{4\pi^2}\frac{E_s'^2}{\hbar^2}\cos^2\varphi\,\delta(E_s-E_F)=\frac{e^2F\tau\,k|E_s'|}{4\pi\hbar^2}=\frac{e^2F\tau\,kq}{4\pi m}.$$

Adding the radii as in part (c),

$$j=\frac{e^2F\tau q^2}{2\pi m}\quad(E_F>0),\qquad j=\frac{e^2F\tau k_Rq}{2\pi m}\quad(-E_R<E_F<0).$$

Below the crossing $n=k_Rq/\pi$, so with one constant $\tau$ the current $j$ is half of the Drude value $ne^2F\tau/m$. The velocity operator shows where the rest went:

$$v_x=\frac1\hbar\frac{\partial H}{\partial k_x}=\frac{\hbar k_x}{m}-\frac{\alpha\sigma_y}{\hbar}.$$

Integration by parts gives $\sum k_x\delta f=-eF\tau n/\hbar$, and $\sum\langle\sigma_y\rangle\delta f=2S_y/\hbar$. Thus

$$j=\frac{ne^2F\tau}{m}+\frac{2e\alpha S_y}{\hbar^2}.$$

The negative spin density lowers the current. Below the crossing the ratio $S_y/j=-\hbar^2/(2e\alpha)$ contains neither $\tau$ nor $E_F$ in the constant-$\tau$ model; for point-like impurities it does depend on $E_F$.

### (f) Numbers

The parameters give $k_R=0.3937$ nm$^{-1}$. Since $\alpha k_R=\hbar^2k_R^2/m=2E_R$, we have $E_R=100\times0.3937/2=19.69$ meV. The shift of the distribution is $eF\tau/\hbar=0.001519$ nm$^{-1}$, and $\hbar/\tau=0.658$ meV.

At $E_F=-10$ meV:

- $q=0.3937\sqrt{1-10/19.69}=0.276$ nm$^{-1}$, with radii $0.118$ and $0.670$ nm$^{-1}$.
- $g=0.001253\times0.3937/0.2762=0.00179$ meV$^{-1}$ nm$^{-2}$, which is 1.43 times the flat value.
- $n=0.3937\times0.2762/\pi=0.0346$ nm$^{-2}$.
- $S_y/\hbar=-0.001519\times0.2762/(4\pi)=-3.34\times10^{-5}$ nm$^{-2}$.

At $E_F=30$ meV:

- $q=0.3937\sqrt{1+30/19.69}=0.625$ nm$^{-1}$, with radii $0.232$ and $1.019$ nm$^{-1}$.
- $n=(0.6255^2+0.3937^2)/(2\pi)=0.0869$ nm$^{-2}$.
- $S_y/\hbar=-0.001519\times0.3937/(4\pi)=-4.76\times10^{-5}$ nm$^{-2}$, or $-4.76\times10^{13}$ m$^{-2}$.

At 60 meV the spin density is the same, while $n$ has grown to $0.125$ nm$^{-2}$. The polarisation per electron, $2S_y/(\hbar n)$, is therefore $-1.93\times10^{-3}$, $-1.10\times10^{-3}$ and $-0.76\times10^{-3}$ at the three levels. The currents are 1.63, 5.85 and 9.38 A/m. The last two stand in the ratio $(0.7921/0.6255)^2=1.60$, as $j\propto q^2$ demands.

The conditions hold. The smallest splitting on a Fermi circle is 23.5 meV, about 36 times $\hbar/\tau$. The lowest Fermi level lies 9.7 meV above the bottom, about 15 times $\hbar/\tau$. The shift is about 1.3% of the smallest radius. A numerical steady state of the full $2\times2$ density matrix, with spin precession included, agrees with the formulas for $n$, $S_y$ and $j$ within the tested $10^{-3}$ of each value.

## Variation 1: a term that breaks the ring

**Question.** Add $b\sigma_y$ with $b>0$, the Zeeman energy of an in-plane magnetic field. What becomes of the edge singularity?

**Solution.** The coefficient of $\sigma_y$ is now $b-\alpha k_x$, so

$$E_-=\frac{\hbar^2k^2}{2m}-\sqrt{\alpha^2k_y^2+(b-\alpha k_x)^2}.$$

Let $\theta$ be the angle of $\mathbf k$ from the $-x$ direction. The root is $\sqrt{\alpha^2k^2+b^2+2\alpha bk\cos\theta}$, largest at $\theta=0$, where it equals $\alpha k+b$. The minimum is thus one point, $k=k_R$ and $\theta=0$, with energy $-E_R-b$. Expanding with $\cos\theta\approx1-\theta^2/2$ and $\alpha k_R=2E_R$ gives, to second order,

$$E_-\approx-E_R-b+\frac{\hbar^2(k-k_R)^2}{2m}+\frac C2\theta^2,\qquad C=\frac{2E_Rb}{2E_R+b}.$$

States within a small $w$ of the bottom fill an ellipse with semi-axes $k_R\sqrt{w/E_R}$ and $k_R\sqrt{2w/C}$. Its area divided by $4\pi^2$ is

$$N(w)=\frac{k_R^2w}{4\pi}\sqrt{\frac{2}{E_RC}} .$$

This is linear in $w$, so $g$ starts with a finite step. With $k_R^2=2mE_R/\hbar^2$ its height is

$$g=\frac{m}{2\pi\hbar^2}\sqrt{\frac{2E_R}{C}}=\frac{m}{2\pi\hbar^2}\sqrt{\frac{2E_R+b}{b}},$$

which grows without limit as $b\to0$. For $b=0.5E_R$ and $w=0.005E_R$, a lattice count found 4.00 times as many states in the window $4w$ as in $w$, against 2.000 for the unbroken ring. The degeneracy of the ring is what produces the inverse-square-root singularity at the band edge. For $b<2E_R$ a weaker, logarithmic one remains inside the band, at the saddle point $k=k_R$, $\theta=\pi$ with energy $-E_R+b$.

## Variation 2: a short relaxation time

**Question.** At $E_F=30$ meV let $\tau=0.01$ ps, and let the whole density matrix relax to its equilibrium form. By what factor does $S_y$ differ from the formula of part (e)?

**Solution.** Now $\hbar/\tau=65.8$ meV exceeds the splitting of 46.4 meV on the small circle, so precession must be kept. It also exceeds $E_F+E_R=49.7$ meV, so the second condition of part (e) fails as well: the result below is the solution of the stated relaxation model, which ignores level broadening, and not a quantitative prediction for such a short $\tau$. Write $H_{so}=(\hbar/2)\boldsymbol\Omega\cdot\boldsymbol\sigma$ with $\boldsymbol\Omega=(2\alpha k/\hbar)\mathbf n$. The spin vector $\mathbf s$ at each $\mathbf k$ precesses as $\boldsymbol\Omega\times\mathbf s$, and the steady state obeys

$$\delta\mathbf s-\tau\boldsymbol\Omega\times\delta\mathbf s=\frac{eF\tau}{\hbar}\frac{\partial}{\partial k_x}\left[(f_+-f_-)\mathbf n\right],$$

with $f_\pm$ the equilibrium occupations. The derivative of $f_+-f_-$ gives a source along $\mathbf n$, which does not precess and reproduces part (e). The derivative of $\mathbf n$ is new. Since $\partial\varphi/\partial k_x=-\sin\varphi/k$ and $\partial\mathbf n/\partial\varphi=\hat{\mathbf k}$, its source is $G\hat{\mathbf k}$ with

$$G=\frac{eF\tau}{\hbar}\frac{\sin\varphi}{k}$$

where only the lower branch is filled, $k_+<k<k_-$, and zero elsewhere.

Set $\delta\mathbf s=a\hat{\mathbf k}+c\hat{\mathbf z}$ and $x=\Omega\tau=2\alpha k\tau/\hbar$. From $\mathbf n\times\hat{\mathbf k}=\hat{\mathbf z}$ and $\mathbf n\times\hat{\mathbf z}=-\hat{\mathbf k}$ follow $a+xc=G$ and $c-xa=0$, so $a=G/(1+x^2)$. The $y$ component $a\sin\varphi$ adds to $S_y$ the amount

$$\frac\hbar2\int\frac{k\,dk\,d\varphi}{4\pi^2}\frac{G\sin\varphi}{1+x^2}=\frac{eF\tau}{8\pi}\int_{k_+}^{k_-}\frac{dk}{1+x^2}.$$

It opposes the earlier result $-(eF\tau/8\pi)(k_--k_+)$. The ratio is

$$\frac{S_y}{S_y^{(e)}}=1-\frac{\arctan x_--\arctan x_+}{x_--x_+},$$

where $x_\pm$ is $x$ at $k_\pm$. Here $x_+=46.36/65.82=0.704$ and $x_-=2\times100\times1.0192/65.82=3.097$. The ratio is $1-(1.258-0.614)/2.393=0.73$, and the numerical density matrix gives 0.7305. For $\tau=1$ ps both arguments are a hundred times larger and the ratio is 0.99995.

For $x_\pm\to0$ the ratio tends to zero. That limit belongs to the chosen relaxation law, which pulls each spin back to its equilibrium direction. Another collision law needs its own calculation in this regime.

## Numbers as computed

```
effective mass: 0.30 electron masses
alpha: 0.100 eV nm
relaxation time: 1.00 ps; field: 1000 V/m
k_R: 0.3937 nm^-1
E_R: 19.685 meV
shift of distribution e F tau/hbar: 0.001519 nm^-1
hbar/tau: 0.6582 meV
flat density of states: 0.001253 meV^-1 nm^-2
g at 0.01 E_R above the bottom: 0.012532 meV^-1 nm^-2
g at 0.25 E_R above the bottom: 0.002506 meV^-1 nm^-2
largest relative error of g in lattice count: 1.1e-04
states within 4w / within w of bottom, ring: 2.000
same ratio with Zeeman term of 0.5 E_R: 4.002
<sigma_y> for k along +x, lower branch: +1.000
<sigma_y> for k along +x, upper branch: -1.000
--- Fermi level: -10.0 meV
q: 0.2762 nm^-1; Fermi radii: 0.1175, 0.6699 nm^-1
density of states: 0.001787 meV^-1 nm^-2
splitting 2 alpha k on small circle: 23.51 meV
carrier density: 0.03461 nm^-2
S_y/hbar, formula: -3.3387e-05 nm^-2
S_y/hbar, density matrix: -3.3376e-05 nm^-2
polarisation 2 S_y/(hbar n): -1.9295e-03
current density, formula: 1.6254 A/m
current density, density matrix: 1.6253 A/m
--- Fermi level: 30.0 meV
q: 0.6255 nm^-1; Fermi radii: 0.2318, 1.0192 nm^-1
density of states: 0.001253 meV^-1 nm^-2
splitting 2 alpha k on small circle: 46.36 meV
carrier density: 0.08693 nm^-2
S_y/hbar, formula: -4.7598e-05 nm^-2
S_y/hbar, density matrix: -4.7596e-05 nm^-2
polarisation 2 S_y/(hbar n): -1.0950e-03
current density, formula: 5.8486 A/m
current density, density matrix: 5.8488 A/m
--- Fermi level: 60.0 meV
q: 0.7921 nm^-1; Fermi radii: 0.3984, 1.1858 nm^-1
density of states: 0.001253 meV^-1 nm^-2
splitting 2 alpha k on small circle: 79.68 meV
carrier density: 0.12453 nm^-2
S_y/hbar, formula: -4.7598e-05 nm^-2
S_y/hbar, density matrix: -4.7597e-05 nm^-2
polarisation 2 S_y/(hbar n): -7.6445e-04
current density, formula: 9.3801 A/m
current density, density matrix: 9.3801 A/m
--- Further results of the density matrix
j/(n e^2 F tau/m) at -10 meV: 0.5001
S_y/j at -10 meV: -2.1656e-21 J s/(A m)
S_y numerical/formula at 30 meV, tau 1 ps: 0.99995
S_y numerical/formula at 30 meV, tau 0.01 ps: 0.7305
```
